Splitting the axial Luttinger Hamiltonian of a quantum well into two blocks, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one plane wave to the rotation

### Entry 1. A level that appears twice

Take a hole in an 8 nm quantum well with barriers 150 meV high, moving in the plane of the well with wave number 0.3 nm⁻¹. The four-band model used below puts its lowest level at 20.16 meV, and this level appears twice. Add an electric field of 0.02 MV/cm across the well, and the pair separates into levels at 19.40 and 20.28 meV.

The wave function has four coupled components, so neither the pairing nor its loss can be read off the equations as they stand. Both become visible in a basis where the four equations fall into two independent pairs. The aim is to construct that basis.

### Entry 2. The model and its conventions

Hole energies are counted as positive, away from the valence band edge. The growth direction z is a cube axis [001], and the in-plane wave vector is

(kx, ky) = k(cos φ, sin φ).

Here k always means the in-plane wave number, and K = ħ²/(2m0) = 38.10 meV nm². The four band-edge states have angular momentum 3/2 and are ordered as Jz = 3/2, 1/2, −1/2, −3/2. The first and last are called heavy, the middle two light, after their masses along z.

In a cubic crystal with inversion symmetry the terms quadratic in the wave vector have three constants. The matrices even under time reversal are the unit matrix and five matrices quadratic in J. Under the cubic group these five divide into a pair built from Jx², Jy², Jz² and a triplet built from the mixed products. The quadratic forms in the wave vector divide in the same way: one invariant, a pair and a triplet. Each kind contributes one constant, and the standard naming is

H = K[ (γ1 + 5γ2/2)(kx² + ky² + kz²) − 2γ2(Jx²kx² + Jy²ky² + Jz²kz²)
  − 4γ3({Jx,Jy}kx ky + {Jx,Jz}kx kz + {Jy,Jz}ky kz) ],

with {A,B} = (AB + BA)/2. The Luttinger parameters γ1, γ2, γ3 are inputs. This entry treats a uniform crystal, where kz is a number.

### Entry 3. The four-by-four matrix

The raising operator has (J₊)₁₂ = √3, (J₊)₂₃ = 2 and (J₊)₃₄ = √3. From Jx = (J₊ + J₋)/2 and Jy = (J₊ − J₋)/(2i),

(Jx)₁₂ = (Jx)₃₄ = √3/2, (Jx)₂₃ = 1,
(Jy)₁₂ = (Jy)₃₄ = −i√3/2, (Jy)₂₃ = −i.

Squaring gives the diagonal elements of Jx² and of Jy² as 3/4, 7/4, 7/4, 3/4. Those of Jz² are 9/4, 1/4, 1/4, 9/4. The first diagonal element of H is therefore

H₁₁ = K[γ1(k² + kz²) + γ2(5/2 − 3/2)k² + γ2(5/2 − 9/2)kz²]
  = K[γ1(k² + kz²) + γ2(k² − 2kz²)].

The second has 5/2 − 7/2 = −1 in front of γ2k² and 5/2 − 1/2 = 2 in front of γ2kz². With

P = Kγ1(k² + kz²), Q = Kγ2(k² − 2kz²),

the diagonal reads P+Q, P−Q, P−Q, P+Q.

For elements between neighbouring states, Jz is diagonal, so {Jx,Jz} between m and m′ equals (Jx)ₘₘ′(m + m′)/2. This is √3/2 for element 12, zero for 23 and −√3/2 for 34. The same factors multiply Jy. Hence

H₁₂ = −4Kγ3(√3/2)(kx − i ky)kz = −S, H₂₃ = 0, H₃₄ = +S,
S = 2√3 Kγ3 k e^(−iφ) kz.

Elements two places apart come from Jx², Jy² and {Jx,Jy}. Multiplying the matrices gives

(Jx²)₁₃ = √3/2, (Jy²)₁₃ = (−i√3/2)(−i) = −√3/2,
{Jx,Jy}₁₃ = (1/2)[(√3/2)(−i) + (−i√3/2)(1)] = −i√3/2,

and the same values for element 24. So H₁₃ = H₂₄ = R with

R = −√3 Kγ2(kx² − ky²) + 2i√3 Kγ3 kx ky
 = −√3 Kk²[γ2 cos 2φ − iγ3 sin 2φ].

No product of two J matrices connects 3/2 to −3/2, so H₁₄ = 0. The elements below the diagonal follow from Hermiticity.

Limit k = 0: S and R vanish. The heavy energy is K(γ1 − 2γ2)kz² and the light one K(γ1 + 2γ2)kz². For positive γ2 the mass along z is larger for Jz = ±3/2, as the names say.

### Entry 4. What the axial approximation removes

Writing the cosine and sine in R as exponentials gives

γ2 cos 2φ − iγ3 sin 2φ = ((γ2+γ3)/2)e^(−2iφ) + ((γ2−γ3)/2)e^(2iφ).

The two terms behave differently when the wave vector and the spin are turned together about z. Define the axial Hamiltonian as the average over such turns,

H_ax(φ) = average over α of e^(iαJz) H(φ+α) e^(−iαJz).

The matrix element between m and m′ acquires the factor e^(iα(m−m′)). For element 12 this is e^(iα), which cancels the e^(−iα) contained in S(φ+α), so S is unchanged. For element 13 the factor is e^(2iα). It cancels the α-dependence of the first term of R and turns the second into e^(2iφ+4iα), whose average is zero. What remains is

R = −ρ e^(−2iφ), ρ = √3 K γ̄ k², γ̄ = (γ2+γ3)/2.

The diagonal and S keep γ2 and γ3 separately. The approximation is therefore weaker than setting γ2 = γ3 everywhere: it removes only the part of R that makes the energies depend on the in-plane direction. From here to Entry 13, H means the axial Hamiltonian.

### Entry 5. The simplest direction, φ = 0

Put the wave vector along x. Define

s = 2√3 Kγ3 k kz, A = P + Q, B = P − Q.

All phases are gone, and the rows of the matrix are

row 1: A, −s, −ρ, 0
row 2: −s, B, 0, −ρ
row 3: −ρ, 0, B, s
row 4: 0, −ρ, s, A.

Reflection in the xz plane sends y to −y and leaves this wave vector alone. A reflection is an inversion combined with a half turn about y. Inversion multiplies all four band-edge states by the same sign, so the spin part of the reflection may be taken as the half turn

M = exp(−iπJy).

It reverses Jx and Jz and keeps Jy. At φ = 0 the Hamiltonian contains squares of J components and the product {Jx,Jz}, all of which survive this reversal. The averaged R is covered too, because at φ = 0 it multiplies Jx² − Jy². Therefore M commutes with H, and eigenvectors of M with different eigenvalues are not coupled by H.

To find how M acts, regard spin 3/2 as the symmetric state of three spins 1/2. For one of them the half turn is exp(−iπσy/2) = −iσy, which sends up to down and down to minus up. Each down spin in the original state supplies one minus sign:

M|3/2⟩ = |−3/2⟩, M|1/2⟩ = −|−1/2⟩,
M|−1/2⟩ = |1/2⟩, M|−3/2⟩ = −|3/2⟩.

Try |3/2⟩ + b|−3/2⟩ as an eigenvector with eigenvalue μ. Its image is −b|3/2⟩ + |−3/2⟩, so μ = −b and μb = 1. This gives b² = −1, hence b = −i with μ = i, or b = i with μ = −i. For |1/2⟩ + d|−1/2⟩ the image is d|1/2⟩ − |−1/2⟩, so μ = d and d² = −1. Each eigenvalue ±i thus belongs to one heavy and one light combination:

h± = (|3/2⟩ ∓ i|−3/2⟩)/√2,
l± = (±i|1/2⟩ − |−1/2⟩)/√2.

The light vectors have been multiplied by ±i, which is allowed because the overall phase of a basis vector is free. This choice will make the well equations real.

### Entry 6. The action of H on the new vectors

Write h₊ as the column (1, 0, 0, −i)/√2 and l₊ as (0, i, −1, 0)/√2. The four rows acting on h₊ give

√2 H h₊ = (A, −s + iρ, −ρ − is, −iA).

The middle entries are i(ρ + is) and −(ρ + is), which are √2(ρ + is) times the entries of l₊. Hence

H h₊ = A h₊ + (ρ + is) l₊.

For the light vector,

√2 H l₊ = (ρ − is, iB, −B, −iρ − s).

The last entry equals −i(ρ − is), so

H l₊ = B l₊ + (ρ − is) h₊.

For the other pair, h₋ is (1, 0, 0, i)/√2 and l₋ is (0, −i, −1, 0)/√2. Then

√2 H h₋ = (A, −s − iρ, −ρ + is, iA),
√2 H l₋ = (ρ + is, −iB, −B, iρ − s).

Since −s − iρ = −i(ρ − is) and iρ − s = i(ρ + is),

H h₋ = A h₋ + (ρ − is) l₋,
H l₋ = B l₋ + (ρ + is) h₋.

No vector of one pair appears in the image of the other. In the order h₊, l₊, h₋, l₋ the Hamiltonian consists of two blocks with the rows

H± : [ P+Q, ρ ∓ is ]
   [ ρ ± is, P−Q ].

Limit of a uniform crystal: here ρ and s are real numbers, and each block has the eigenvalues

E = P ± √(Q² + |ρ ∓ is|²) = P ± √(Q² + ρ² + s²).

The sign of s drops out, so every bulk energy occurs once in each block. For kz = 0 the lower energy is Kk²[γ1 − √(γ2² + 3γ̄²)]. If also γ2 = γ3, the root is 2γ2 and the heavy value γ1 − 2γ2 returns, as it must when all directions are equivalent.

### Entry 7. What distinguishes the blocks

The blocks are not spin up and spin down along z: h₊ contains 3/2 and −3/2 with equal weight, so its mean Jz is zero. The relevant axis is y, perpendicular to both k and z. An eigenstate of Jy with eigenvalue j has M = e^(−iπj). For j = 3/2 and j = −1/2 this equals i; for j = −3/2 and j = 1/2 it equals −i. The plus block is therefore the space spanned by Jy = 3/2 and −1/2, and the minus block the space spanned by Jy = −3/2 and 1/2.

In the basis h±, l± the matrix elements of Jy follow by direct multiplication. For example,

⟨h₊|Jy|l₊⟩ = (1/2)[i(Jy)₁₂ − i(Jy)₄₃] = (1/2)(√3/2 + √3/2) = √3/2.

The full result is

Jy in block ± : ± [ 0, √3/2 ]
        [ √3/2, 1 ].

The plus matrix has trace 1 and determinant −3/4, hence eigenvalues 3/2 and −1/2, in agreement with the previous paragraph.

### Entry 8. Any in-plane direction

For general φ the axial matrix elements carry the phase e^(−iφ) for elements 12 and 34 and e^(−2iφ) for elements 13 and 24. In each case this is e^(−iφ(m−m′)). Therefore

H(φ) = e^(−iφJz) H(0) e^(iφJz).

Let W be the matrix with columns h₊, l₊, h₋, l₋. The rotation sought is

U(φ) = e^(−iφJz) W.

It is unitary, being a product of two unitary matrices, and

U†H(φ)U = W†H(0)W = diag(H₊, H₋).

Written out, its columns are the vectors

(e^(−3iφ/2)|3/2⟩ ∓ i e^(3iφ/2)|−3/2⟩)/√2,
(±i e^(−iφ/2)|1/2⟩ − e^(iφ/2)|−1/2⟩)/√2.

After a full turn, φ → φ + 2π, every column changes sign. A common sign has no effect on U†HU. The blocks contain no φ, so the axial energies depend on k alone, and the angular momentum axis of Entry 7 turns with the wave vector, staying perpendicular to it in the plane.

## Second half: the well, its symmetry and its limits

### Entry 9. Restatement and passage to layers

The hole has in-plane wave number k at angle φ, and K = ħ²/(2m0). The first half gave a unitary matrix U(φ) = e^(−iφJz)W, where the columns of W are

h± = (|3/2⟩ ∓ i|−3/2⟩)/√2, l± = (±i|1/2⟩ − |−1/2⟩)/√2.

It turns the axial Luttinger Hamiltonian into two blocks H± with diagonal P+Q (heavy), P−Q (light) and upper off-diagonal element ρ ∓ is. Here ρ = √3 Kγ̄k² with γ̄ = (γ2+γ3)/2, and s = 2√3 Kγ3 k kz.

In a well, kz becomes −i d/dz, and V and the γ's may depend on z. The products need an order that keeps H Hermitian. The one adopted here is

γkz² → kz γ kz, γkz → (γkz + kzγ)/2.

This is a choice of model: other Hermitian orderings give other interface terms and are not treated. The operator s is now √3 Kk(γ3kz + kzγ3), still Hermitian.

The algebra of Entry 6 used sums of A, B, s and ρ with numerical coefficients, and never exchanged the order of two of them. It therefore holds unchanged for operators acting on envelopes. The matrix U contains only numbers independent of z, so it commutes with d/dz and creates no extra terms. The splitting into blocks follows for every V(z), symmetric or not.

To see that the blocks are real, define

τ = √3 K(γ3 d/dz + d/dz γ3).

Then s = −ikτ and −is = −kτ. With envelopes f (heavy) and g (light), block ± reads

(P+Q)f + (ρ ∓ kτ)g = E f,
(ρ ± kτ)f + (P−Q)g = E g,

P+Q = Kk²(γ1+γ2) − K d/dz (γ1−2γ2) d/dz + V,
P−Q = Kk²(γ1−γ2) − K d/dz (γ1+2γ2) d/dz + V.

Integrating across an interface shows what must be continuous there. For the plus block, the terms that are total derivatives collect into the quantities

K(γ1−2γ2)f′ + √3 Kkγ3 g,
K(γ1+2γ2)g′ − √3 Kkγ3 f,

which are continuous together with f and g. For the minus block, replace k by −k.

### Entry 10. Limit k = 0: a particle in a finite well

At k = 0 both ρ and kτ vanish, and heavy and light holes separate. The lowest heavy state is cos qz inside the well and decays as e^(−κ|z|) outside. Continuity of f and of (γ1−2γ2)f′ at the interface, for well width w, gives

(γ1−2γ2)_well q tan(qw/2) = (γ1−2γ2)_barrier κ,
q² = E/[K(γ1−2γ2)_well], κ² = (V0−E)/[K(γ1−2γ2)_barrier].

The example has w = 8 nm and V0 = 150 meV. The rough parameters are γ1, γ2, γ3 = 7.0, 2.1, 2.9 in the well and 6.0, 1.7, 2.5 in the barrier. The block equations, solved between hard walls 32 nm apart, give a lowest heavy level of 11.03 meV. Inserting it gives

q = √(11.03/(38.10·2.8)) = 0.3215 nm⁻¹,
κ = √(138.97/(38.10·2.6)) = 1.184 nm⁻¹.

The left side of the condition is 2.8·0.3215·tan(1.286) = 3.08 nm⁻¹, and the right side is 2.6·1.184 = 3.08 nm⁻¹. For the light hole, γ1−2γ2 is replaced by γ1+2γ2. The matching condition and the block then both give 30.40 meV. The second heavy level lies at 43.55 meV.

The rotation U(φ) splits the axial Hamiltonian into two real blocks for every well potential V(z), and at k = 0 the block levels agree with the matching condition of a finite well. It remains to explain why the levels pair in a symmetric well and separate in a field, to read the subbands from one block, and to examine the limits of the model.

Numbers in the example were calculated in double precision.
